# The Spin-Orbital CCD Amplitude Equation and Its Perturbation Orders

Expand a correlated state linearly in a reference determinant and its double excitations, and the correlation energy goes wrong as the system grows. At fourth order in the electron interaction this energy contains the product \(-E_2N\), where \(E_2\) is the second-order energy and \(N\) is the squared norm of the first-order wavefunction. For \(M\) identical, noninteracting copies of a molecule both factors grow as \(M\), so the product grows as \(M^2\), whereas a correct energy grows as \(M\). The quadruple excitations that would cancel it are missing. Coupled-cluster doubles (CCD) supplies them as products of doubles, at the price of a quadratic equation for the amplitudes.

Let \(|0\rangle\) be a determinant of real spin orbitals. Letters \(i,j,k,l,m,n\) denote occupied orbitals, \(a,b,c,d,e,g\) virtual ones, and \(p,q,r,s\) any. The same letters stand for annihilation operators. With \(v^{pq}_{rs}=\langle pq\Vert rs\rangle\), the antisymmetrized integral,

\[
H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac14\sum_{pqrs}v^{pq}_{rs}\,p^\dagger q^\dagger sr .
\]

Call \(a^\dagger\) and \(i\) creators, since they make particles and holes in \(|0\rangle\), and call \(a\) and \(i^\dagger\) destroyers, since they annihilate \(|0\rangle\). A normal-ordered product \(\{\dots\}\) has its destroyers on the right, with the sign of the permutation. Wick's theorem writes any product as the normal-ordered product plus all its contracted forms. The nonzero contractions are \(k^\dagger l\to\delta_{kl}\) and \(c\,d^\dagger\to\delta_{cd}\), with a minus sign for each operator that must be crossed to bring the partners together.

In \(p^\dagger q^\dagger sr\) there are four single contractions, equal after relabelling because \(v\) is antisymmetric. They add \(\sum_k v^{pk}_{qk}\) to \(h_{pq}\). The double contractions give a number. Hence

\[
H=E_{\rm ref}+F+W,\qquad F=\sum_{pq}f_{pq}\{p^\dagger q\},\qquad
W=\tfrac14\sum_{pqrs} v^{pq}_{rs}\{p^\dagger q^\dagger sr\},
\]

with \(f_{pq}=h_{pq}+\sum_kv^{pk}_{qk}\) and \(E_{\rm ref}=\langle0|H|0\rangle\).

The CCD state is \(e^T|0\rangle\), where

\[
T=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a^\dagger b^\dagger ji,\qquad
t_{ij}^{ab}=-t_{ji}^{ab}=-t_{ij}^{ba}.
\]

Multiplying \(He^T|0\rangle=Ee^T|0\rangle\) by \(e^{-T}\) and projecting on the reference and the doubles \(a^\dagger b^\dagger ji|0\rangle\) gives as many equations as unknowns. The remaining projections are not imposed; that is the approximation.

Differentiating \(e^{-sT}He^{sT}\) with respect to \(s\) replaces \(H\) by \([H,T]\). The Taylor series at \(s=1\) is therefore

\[
e^{-T}He^T=H+[H,T]+\tfrac12[[H,T],T]+\dots
\]

\(T\) contains creators alone, so it has no contraction with anything on its right. Thus \(TH\) is purely normal ordered and cancels the uncontracted part of \(HT\), with no sign because \(T\) has an even number of operators. Each commutator keeps the terms in which its \(T\) is contracted with \(H\): the connected terms.

Define the rank of a string as half the number of creators minus half the number of destroyers. \(T\) has rank 2, and a contraction preserves the total rank. On \(|0\rangle\) every destroyer must be contracted, so a doubles projection with \(m\) factors of \(T\) needs a Hamiltonian piece of rank \(2-2m\). \(W\) has ranks from \(-2\) to 2, hence \(m\le2\). \(F\) has rank 0 from \(f_{ab}\) and \(f_{ij}\), and rank \(\pm1\) from \(f_{ia}\). An odd rank never fits, so \(f_{ia}\) is absent from the equation for any choice of orbitals.

For the algebra, repeated \(k,l,c,d\) are summed, and \(P(ij)X_{ij}=X_{ij}-X_{ji}\). An operator \(\frac14\sum X_{ij}^{ab}a^\dagger b^\dagger ji\) with antisymmetric \(X\) has doubles projection \(X_{ij}^{ab}\), because four equal terms contribute. For general \(X\), antisymmetrizing the sum gives

\[
\sum_{ijab}X_{ij}^{ab}a^\dagger b^\dagger ji=\tfrac14\sum_{ijab}\big[P(ij)P(ab)X_{ij}^{ab}\big]a^\dagger b^\dagger ji. \tag{1}
\]

If \(X\) is already antisymmetric in one pair, that pair's \(P\) becomes a factor 2.

With \(m=0\), the rank-2 part of \(W\) gives the driver \(v^{ab}_{ij}\).

With \(m=1\), the virtual Fock block replaces each \(c^\dagger\) in \(T\) by \(\sum_bf_{bc}b^\dagger\), because \([b^\dagger c,d^\dagger]=\delta_{cd}b^\dagger\). The two positions give \(f_{bc}t_{ij}^{ac}+f_{ac}t_{ij}^{cb}=P(ab)f_{bc}t_{ij}^{ac}\). For the occupied block, \([k^\dagger j,i]=-\delta_{ik}j\), so each \(k\) in \(T\) becomes \(-\sum_jf_{kj}j\). The result is \(-f_{kj}t_{ik}^{ab}-f_{ki}t_{kj}^{ab}=-P(ij)f_{kj}t_{ik}^{ab}\).

The rank-0 part of \(W\) has two destroyers. If both are particle operators, \(dc\,e^\dagger g^\dagger\to\delta_{ce}\delta_{dg}-\delta_{cg}\delta_{de}\). The two terms are equal when multiplied by \(t_{ij}^{eg}\), so the operator is

\[
\tfrac14\cdot\tfrac14\cdot2\sum v^{ab}_{cd}t_{ij}^{cd}\,a^\dagger b^\dagger ji ,
\]

whose projection is the particle ladder \(\frac12v^{ab}_{cd}t_{ij}^{cd}\). If both are hole operators, \(k^\dagger l^\dagger nm\to\delta_{km}\delta_{ln}-\delta_{kn}\delta_{lm}\), and the same count gives the hole ladder \(\frac12v^{kl}_{ij}t_{kl}^{ab}\).

If there is one of each, four equal index arrangements cancel the \(\frac14\) in \(W\), leaving \(\sum v^{kb}_{cj}\{k^\dagger b^\dagger jc\}=\sum v^{kb}_{cj}\{k^\dagger c\,b^\dagger j\}\), since \(c\) crosses two operators. Likewise \(a^\dagger e^\dagger mi=a^\dagger i\,e^\dagger m\). The contraction \(k^\dagger c\,e^\dagger m\to\delta_{ce}\delta_{km}\) is positive, and the four choices of partners in \(T\) cancel its \(\frac14\):

\[
k^\dagger c\ \text{contracted with}\ T\;\to\;\sum_{ia}t_{ik}^{ac}\,a^\dagger i. \tag{2}
\]

The operator is \(\sum v^{kb}_{cj}t_{ik}^{ac}a^\dagger b^\dagger ji\), and (1) gives the ring term \(P(ij)P(ab)v^{kb}_{cj}t_{ik}^{ac}\).

With \(m=2\), the required piece has rank \(-2\): \(\frac14v^{kl}_{cd}k^\dagger l^\dagger dc\). Its four destroyers are shared between two factors of \(T\), each receiving at least one, which makes \(2^4-2=14\) assignments. The double commutator adds a factor \(\frac12\). The assignments fall into four classes.

In the first, one \(T\) takes \(c,d\) and the other takes \(k,l\). There are two assignments, cancelling the \(\frac12\). Each pair contraction turns the \(\frac14\) of its \(T\) into \(\frac12\), and pairs move past one another without a sign. The operator is \(\frac14\cdot\frac12\cdot\frac12\sum v^{kl}_{cd}t_{ij}^{cd}t_{kl}^{ab}a^\dagger b^\dagger ji\), and its projection is \(\frac14v^{kl}_{cd}t_{ij}^{cd}t_{kl}^{ab}\).

In the second, each \(T\) takes one hole and one particle operator. Four equal assignments give the prefactor \(\frac12\cdot\frac14\cdot4=\frac12\). Since \(k^\dagger l^\dagger dc=k^\dagger c\,l^\dagger d\), using (2) twice gives \(\frac12\sum X_{ij}^{ab}a^\dagger b^\dagger ji\) with \(X_{ij}^{ab}=v^{kl}_{cd}t_{ik}^{ac}t_{jl}^{bd}\). Exchanging \(k,c\) with \(l,d\) shows that \(X_{ji}^{ba}=X_{ij}^{ab}\), so \(P(ij)P(ab)X=2P(ij)X\). The projection is \(P(ij)v^{kl}_{cd}t_{ik}^{ac}t_{jl}^{bd}\).

In the third, one \(T\) takes a single particle operator and the other takes the remaining three. Four assignments again give \(\frac12\). Contracting \(c\) with the first \(T\) leaves \(\frac12\sum t_{ij}^{ca}a^\dagger ji\). Moving these three operators left past \(k^\dagger l^\dagger d\) takes nine exchanges and gives a minus sign. Then \(k^\dagger l^\dagger d\) contracted with the second \(T\) has four equal terms and leaves \(\sum_bt_{kl}^{db}b^\dagger\). As \(a^\dagger jib^\dagger=a^\dagger b^\dagger ji\), and reversing both upper pairs costs no sign, the operator is

\[
-\tfrac14\sum v^{kl}_{cd}t_{ij}^{ac}t_{kl}^{bd}\,a^\dagger b^\dagger ji .
\]

It is antisymmetric in \(ij\), so (1) gives \(-\frac12P(ab)v^{kl}_{cd}t_{ij}^{ac}t_{kl}^{bd}\).

In the fourth, one \(T\) takes a single hole operator. The prefactor is again \(\frac12\). Write \(k^\dagger l^\dagger dc=-l^\dagger dc\,k^\dagger\). Contracting \(k^\dagger\) with the first \(T\) leaves \(\frac12\sum t_{ik}^{ab}a^\dagger b^\dagger i\). Moving these three operators left past \(l^\dagger dc\) cancels the minus sign. The second \(T\) then gives \(\sum_jt_{jl}^{cd}j\). Because \(a^\dagger b^\dagger ij=-a^\dagger b^\dagger ji\), the operator is \(-\frac14\sum v^{kl}_{cd}t_{ik}^{ab}t_{jl}^{cd}a^\dagger b^\dagger ji\), with projection \(-\frac12P(ij)v^{kl}_{cd}t_{ik}^{ab}t_{jl}^{cd}\).

The counts \(2+4+4+4\) exhaust the 14 assignments. The CCD amplitude equation \(R_{ij}^{ab}=0\) has

\[
\begin{aligned}
R_{ij}^{ab}={}&v^{ab}_{ij}+P(ab)f_{bc}t_{ij}^{ac}-P(ij)f_{kj}t_{ik}^{ab}\\
&+\tfrac12v^{ab}_{cd}t_{ij}^{cd}+\tfrac12v^{kl}_{ij}t_{kl}^{ab}+P(ij)P(ab)v^{kb}_{cj}t_{ik}^{ac}\\
&+v^{kl}_{cd}\big[\tfrac14t_{ij}^{cd}t_{kl}^{ab}+P(ij)t_{ik}^{ac}t_{jl}^{bd}\\
&\qquad-\tfrac12P(ab)t_{ij}^{ac}t_{kl}^{bd}-\tfrac12P(ij)t_{ik}^{ab}t_{jl}^{cd}\big].
\end{aligned}\tag{3}
\]

For the reference projection the total rank must vanish, which requires one \(T\) and the rank \(-2\) part of \(W\). Its four full contractions give

\[
E_c=E-E_{\rm ref}=\tfrac14\sum_{ijab}v^{ij}_{ab}t_{ij}^{ab}. \tag{4}
\]

The ladders describe repeated scattering of two particles or two holes. The ring term has two parts, since \(v^{kb}_{cj}=\langle kb|cj\rangle-\langle kb|jc\rangle\). The first destroys the particle–hole pair \(k,c\) and creates the pair \(j,b\). It passes the excitation on when the two pairs differ; for \(k=j\), \(c=b\) it is the exchange integral \(\langle jb|bj\rangle\), nonzero only when \(j\) and \(b\) have the same spin, multiplying the same amplitude. The second is the direct interaction of a particle with a hole; it includes the diagonal terms \(k=j\), \(c=b\), which describe their attraction and move no excitation. The driver in (3) is a single integral, and in every other term each amplitude is linked to the integral or Fock element by a summed index. For separated, noninteracting copies with localized orbitals, amplitudes confined to single copies therefore solve (3), and (4) is additive.

To connect (3) with perturbation theory, take canonical Hartree–Fock orbitals, so that \(f\) is diagonal, and a nonzero gap between occupied and virtual levels. The Fock terms become \((f_{aa}+f_{bb}-f_{ii}-f_{jj})t_{ij}^{ab}=-D_{ij}^{ab}t_{ij}^{ab}\), with \(D_{ij}^{ab}=f_{ii}+f_{jj}-f_{aa}-f_{bb}\). Let \(L(t)\) be the ladders plus the ring, and \(Q(t)\) the four quadratic terms. Suppressing indices, (3) reads \(Dt=v+L(t)+Q(t)\), and the update

\[
t\leftarrow t+R/D=\frac{v+L(t)+Q(t)}{D}
\]

starts from \(t=0\). Replace \(W\) by \(\lambda W\), keeping \(F\) fixed, and write the solution as \(t=\lambda t_1+\lambda^2t_2+\dots\). Every term on the right of \(Dt=\lambda[v+L(t)+Q(t)]\) carries one explicit \(\lambda\), so

\[
Dt_1=v,\qquad Dt_2=L(t_1),\qquad Dt_3=L(t_2)+Q(t_1).
\]

Energy (4) carries one more \(\lambda\), so \(E_{n+1}=\frac14\sum v\,t_n\). If an iterate agrees with the solution through order \(n\), the errors in \(L\) and \(Q\) start at order \(n+1\) or later, and the explicit \(\lambda\) moves them one order further. The next iterate is right through order \(n+1\). The starting value is right through order zero, so after \(n\) updates the energy is right through order \(n+1\).

This is a statement about orders, not about whole iterates. Using \(v/D=t_1\), the first three energies at \(\lambda=1\) are

\[
\begin{aligned}
E^{[1]}&=E_2,\\
E^{[2]}&=E_2+E_3+\tfrac14\sum t_1Q(t_1),\\
E^{[3]}&=E_2+E_3+E_4+\text{higher orders},
\end{aligned}
\]

\[
E_4=\tfrac14\sum t_1\big[L(t_2)+Q(t_1)\big]. \tag{5}
\]

The second iterate is thus MP3 plus a part of fourth order.

It remains to identify these orders with Rayleigh–Schrödinger theory for \(H_0=E_{\rm ref}+F\) and perturbation \(W\). The usual Møller–Plesset \(H_0\) differs by a constant, which does not affect second and higher orders. With \(\langle0|\Psi_n\rangle=0\) for \(n\ge1\), \(F|0\rangle=0\) and \(\langle0|W|0\rangle=0\), the order-\(n\) equation is

\[
F\Psi_n=-W\Psi_{n-1}+\sum_{k=2}^nE_k\Psi_{n-k},\qquad E_n=\langle0|W|\Psi_{n-1}\rangle. \tag{6}
\]

\(W|0\rangle\) contains doubles alone, and \(F\) has the value \(-D\) on a double. Hence \(\Psi_1=T_1|0\rangle\), where \(T_1\) is the doubles operator with amplitudes \(t_1\), and \(E_2\) is MP2. The doubles part of \(WT_1|0\rangle\) is \(L(t_1)\), so \(\Psi_2\) has doubles amplitudes \(t_2\). Since \(\langle0|W\) couples to doubles alone, \(E_3\) is MP3.

For the quadruples in \(\Psi_2\), let \(W_+\) be the rank-2 part of \(W\). The source in (6) is \(-W_+T_1|0\rangle\). The first-order equation gives \([F,T_1]=-W_+\), and \(W_+\) commutes with \(T_1\), so

\[
F\,\tfrac12T_1^2|0\rangle=\tfrac12\big([F,T_1]T_1+T_1[F,T_1]\big)|0\rangle=-W_+T_1|0\rangle .
\]

With a gap, \(F\) is positive on quadruples, and the solution is unique: the quadruple part of \(\Psi_2\) is \(\frac12T_1^2|0\rangle\).

For the fourth-order energy, use \(\langle0|W=-\langle\Psi_1|F\) and then (6) with \(n=3\):

\[
E_4=-\langle\Psi_1|F|\Psi_3\rangle=\langle\Psi_1|W|\Psi_2\rangle-E_2N,\qquad N=\langle\Psi_1|\Psi_1\rangle. \tag{7}
\]

The doubles in \(\Psi_2\) contribute \(\frac14\sum t_1L(t_2)\). For the quadruples, project \(W\frac12T_1^2|0\rangle\) on doubles. If \(W\) is contracted with both factors, the result is \(Q(t_1)\). If it is contracted with one, the other factor already supplies rank 2, so the contracted part has rank 0 and no operators left: it is the number \(E_2\). Two choices of factor cancel the \(\frac12\), giving \(E_2T_1|0\rangle\). Its overlap with \(\Psi_1\) is \(E_2N\), which cancels the last term of (7). What remains is (5), the MP4(DQ) energy. Without the quadruples \(-E_2N\) survives, which is the failure described at the start.

Full MP4 also has singles and triples in \(\Psi_2\), which CCD omits. If the orbitals are not Hartree–Fock orbitals and \(f_{ia}\) is treated as part of the perturbation, singles enter already at second order. When the occupied and virtual blocks of \(f\) have each been diagonalized, their contribution is \(\sum_{ia}f_{ia}^2/(f_{ii}-f_{aa})\). Equation (3) still holds, but its orders are no longer the complete MP2 and MP3. In a closed shell, where each level holds both spins, exciting both electrons from the highest occupied orbital to the lowest virtual one has \(D\) equal to minus twice the gap. If the gap closes, this \(D\) tends to zero, and \(t_1=v/D\) diverges unless \(v\) vanishes at least as fast as \(D\). Even with a gap, convergence of the plain iteration is not guaranteed.

Two electrons give a useful limit. There \(T^2=0\), so the connected and disconnected parts of \(W\frac12T^2|0\rangle\) must cancel on doubles, and \(Q(t)=-E_ct\). Equation (3) then becomes the linear doubles expansion, with its eigenvalue equation written out.

As an example, take a linear chain of four hydrogen atoms spaced by 1.8 bohr, at the RHF/STO-3G level. Energies are in hartree (Eh). The four electrons have eight spin orbitals, four occupied and four virtual in the reference, so one quadruple excitation exists; the minimal basis makes this a test of the algebra, not a prediction for a real molecule. For the excitation of both electrons from the highest occupied orbital, at \(-0.391028\), to the lowest virtual one, at \(0.322938\), with spins \(\alpha,\beta\) in both pairs,

\[
D=2(-0.391028-0.322938)=-1.42793,\qquad t_1=\frac{0.137303}{-1.42793}=-0.09616 .
\]

At convergence the particle ladder, hole ladder and ring contribute \(-0.091809\), \(-0.092883\) and \(0.311287\), in total \(0.126596\). The quadratic terms, in the order of (3), are \(0.006607\), \(0.013397\), \(-0.015081\) and \(-0.014087\), in total \(-0.009164\). Thus

\[
t=\frac{0.137303+0.126596-0.009164}{-1.42793}=-0.17839 .
\]

The ring outweighs the two ladders here, and the amplitude is nearly twice its first-order value. This comes from the direct particle–hole part of the ring, \(0.361859\), of which \(0.326344\) is the diagonal attraction \(-4Jt\) with the Coulomb integral \(J=0.457335\) between the two orbitals. The other part, from \(\langle kb|cj\rangle\), is \(-0.050572\), with the same sign as the ladders. Nearly all of it, \(-0.048988\), is the diagonal exchange term \(2Kt\) with \(K=0.137303\); only \(-0.001584\) is excitation passed on from other amplitudes.

The energy orders are \(E_2=-0.038353\), \(E_3=-0.014304\) and

\[
E_4=-0.006220+0.000495=-0.005725,
\]

where the two parts come from \(L(t_2)\) and \(Q(t_1)\). With \(N=0.020029\), \(E_2N=-0.000768\). The quadruples contribute \(-0.000274\) to \(\langle\Psi_1|W|\Psi_2\rangle\), and removing \(E_2N\) gives \(-0.000274+0.000768=0.000494\), which is the quadratic part to rounding. The omitted fourth-order singles and triples are \(-0.000007\) and \(-0.000014\) in this system.

The second iterate has energy \(-0.052163\), whereas MP3 gives \(-0.052657\); the difference is, to rounding, the \(0.000495\) found above. The third gives \(-0.057738\), against \(-0.058383\) for MP4(DQ), because it already holds incomplete higher orders.

At fifth order CCD gives \(-0.002237\), while perturbation theory in the space of doubles and quadruples gives \(-0.002243\). For four electrons, that space differs from CCD by an independent quadruples operator \(T_4\). Its source, \(W\) connected to two factors of \(T_1\), is of third order. It reaches the doubles at fourth order and the energy at fifth.

The correlation energies are:

- MP2: \(-0.03835\) Eh \(=-0.07671\) Ry
- MP3: \(-0.05266\) Eh \(=-0.10531\) Ry
- MP4(DQ): \(-0.05838\) Eh \(=-0.11677\) Ry
- CCD: \(-0.06188\) Eh \(=-0.12376\) Ry
- full CI: \(-0.06198\) Eh \(=-0.12396\) Ry

CCD lies 0.00010 Eh above full CI in the same basis, or 0.17% of the full-CI correlation energy. It leaves out singles, triples and independent quadruples. The numerical check obtains the coefficients in (3) from explicit Fock-space matrices with noncanonical orbitals, and the perturbation orders from a separate determinant calculation.

## Computed values

```
Coefficients found from Fock-space commutators (dimensionless):
  particle Fock: 1.000000
  hole Fock: -1.000000
  particle ladder: 0.500000
  hole ladder: 0.500000
  ring: 1.000000
  t_ij^cd t_kl^ab: 0.250000
  t_ik^ac t_jl^bd: 1.000000
  t_ij^ac t_kl^bd: -0.500000
  t_ik^ab t_jl^cd: -0.500000
H4 chain, RHF/STO-3G, spacing: 1.8 bohr
RHF total energy: -2.11342892 Eh
Orbital energies (Eh): -0.648594 -0.391028 0.322938 0.949204
Amplitude: HOMO alpha,beta -> LUMO alpha,beta
  denominator D: -1.42793140 Eh
  t first order: -0.09615513
  t second order: -0.04407233
  t converged CCD: -0.17839416
Its converged equation, term by term with prefactors (Eh):
  driver: 0.13730292
  particle Fock: -0.11522053
  hole Fock: -0.13951409
  particle ladder: -0.09180867
  hole ladder: -0.09288264
  ring: 0.31128697
  quadratic 1/4: 0.00660686
  quadratic 1: 0.01339713
  quadratic -1/2 P(ab): -0.01508089
  quadratic -1/2 P(ij): -0.01408707
  sum below 1e-10 Eh: True
Energy orders 2,3,4,5 held after n updates (Eh):
  n=1: -0.03835322 0.00000000 0.00000000 0.00000000
  n=2: -0.03835322 -0.01430419 0.00049452 0.00000000
  n=3: -0.03835322 -0.01430419 -0.00572540 0.00059363
  n=4: -0.03835322 -0.01430419 -0.00572540 -0.00223672
Determinant D+Q theory, orders 2-5 (Eh): -0.03835322 -0.01430419 -0.00572540 -0.00224255
E4 doubles: -0.00621992 Eh; E4 connected quadratic: 0.00049452 Eh
Raw quadruples sum: -0.00027366 Eh; E2*norm: -0.00076818 Eh
First-order norm <Psi1|Psi1>: 0.02002904
Omitted E4 singles: -0.00000683 Eh; triples: -0.00001379 Eh
Plain iterate energies n=1..4 (Eh): -0.03835322 -0.05216289 -0.05773822 -0.06004962
Updates to residual below 1e-12 Eh: 39
Strength 0.2: CCD -0.0016584963 Eh, series -0.0016584963 Eh
Correlation energies:
  MP2: -0.03835322 Eh = -0.07670643 Ry
  MP3: -0.05265741 Eh = -0.10531482 Ry
  MP4(DQ): -0.05838280 Eh = -0.11676561 Ry
  CCD: -0.06187977 Eh = -0.12375954 Ry
  full CI: -0.06198223 Eh = -0.12396445 Ry
```
